# Thermal bending of a suspended elastic sheet: the anharmonic wavevector

**Setting.** A suspended crystalline monolayer is modelled as an isotropic elastic sheet of area \(A\), periodic at its edges and free of tension. Its height is \(h(\mathbf r)\), its in-plane displacement is \(\mathbf u(\mathbf r)\), and its energy is

\[
F=\int d^2r\left[\frac{\kappa}{2}(\nabla^2h)^2+\frac{\lambda}{2}(e_{aa})^2+\mu e_{ab}e_{ab}\right],
\]
\[
e_{ab}=\tfrac12(\partial_au_b+\partial_bu_a+\partial_ah\,\partial_bh).
\]

Repeated indices are summed. The bare bending rigidity is \(\kappa\), and \(\lambda,\mu\) are two-dimensional Lamé constants. Slopes are small and the statistics are classical. Fourier components are defined by \(h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\), with \(h_{-\mathbf q}=h_{\mathbf q}^*\). For plane vectors, \(\mathbf a\times\mathbf b=a_xb_y-a_yb_x\), and a hat marks a unit vector.

The example has Young modulus \(Y=121.6\) N/m, \(\kappa=10\) eV and \(T=300\) K. Anharmonic corrections are called important when the first-order correction to the rigidity equals \(\kappa\).

## (a) Eliminate the in-plane displacement

**Question.** Find the energy of the height field after the in-plane displacement has been integrated out. Identify the elastic modulus that appears.

**Answer.** Consider a component with \(\mathbf k\ne0\), and use axes L along \(\mathbf k\) and T perpendicular to it. Let \(T_{ab}\) be the Fourier component of \(\partial_ah\partial_bh\). Then

\[
e_{LL}=iku_L+\tfrac12T_{LL},\qquad
e_{LT}=\tfrac{i}{2}ku_T+\tfrac12T_{LT},\qquad
e_{TT}=\tfrac12T_{TT}.
\]

The displacement can adjust \(e_{LL}\) and \(e_{LT}\), but not \(e_{TT}\). The energy per area is

\[
\frac{\lambda}{2}|e_{LL}+e_{TT}|^2+\mu\left(|e_{LL}|^2+|e_{TT}|^2+2|e_{LT}|^2\right).
\]

It is quadratic in \(\mathbf u\), so the Gaussian integral gives its minimum plus a constant independent of \(h\). The minimum has \(e_{LT}=0\) and

\[
\lambda(e_{LL}+e_{TT})+2\mu e_{LL}=0
\quad\Rightarrow\quad
e_{LL}=-\frac{\lambda}{\lambda+2\mu}e_{TT}.
\]

Hence \(e_{LL}+e_{TT}=2\mu e_{TT}/(\lambda+2\mu)\), and the energy becomes

\[
|e_{TT}|^2\left[\frac{2\lambda\mu^2+\mu\lambda^2}{(\lambda+2\mu)^2}+\mu\right]
=\frac{2\mu(\lambda+\mu)}{\lambda+2\mu}|e_{TT}|^2
=\frac Y2|e_{TT}|^2.
\]

Here \(Y=4\mu(\lambda+\mu)/(\lambda+2\mu)\). The minimum condition says that the stress along L vanishes while the sheet is strained along T. This is uniaxial loading, so \(Y\) is the Young modulus.

Write \(K_{\mathbf k}=T_{TT}\). The product of two gradients gives \(-p_T(k-p)_T\), and \((k-p)_T=-p_T\), so

\[
K_{\mathbf k}=\sum_{\mathbf p}(\hat{\mathbf k}\times\mathbf p)^2h_{\mathbf p}h_{\mathbf k-\mathbf p}.
\]

Since \(e_{TT}=K_{\mathbf k}/2\), the height energy is

\[
F_h=\frac{A\kappa}{2}\sum_{\mathbf q}q^4|h_{\mathbf q}|^2+F_4,\qquad
F_4=\frac{AY}{8}\sum_{\mathbf k\ne0}|K_{\mathbf k}|^2.
\]

The \(\mathbf k=0\) term is absent because the uniform strain of a tension-free sheet relaxes to zero. Clamped edges would restore such a term.

## (b) Find the first-order change of rigidity

**Question.** Define \(\kappa(q)\) through the height variance. Derive its first correction in \(Y\), tracing the combinatorial factor.

**Answer.** The pair \(\mathbf q,-\mathbf q\) has harmonic energy \(A\kappa q^4|h_{\mathbf q}|^2\). Its real and imaginary parts are two quadratic degrees of freedom with mean total energy \(k_BT\). Therefore

\[
G_q\equiv\langle|h_{\mathbf q}|^2\rangle_0=\frac{k_BT}{A\kappa q^4}.
\]

Define the dressed rigidity by \(A\kappa(q)q^4=k_BT/\langle|h_{\mathbf q}|^2\rangle\). Expanding the Boltzmann factor and its normalization to first order gives

\[
\delta G_q=-\frac1{k_BT}\left[\langle|h_{\mathbf q}|^2F_4\rangle_0-\langle|h_{\mathbf q}|^2\rangle_0\langle F_4\rangle_0\right].
\]

Gaussian averages are sums over pairings. In a connected term, each external height pairs with one height in \(F_4\), and the two remaining heights pair together. The external heights cannot both enter the same \(K_{\mathbf k}\), since their total wavevector is zero and \(\mathbf k=0\) is absent.

The first external height therefore has four possible partners, and the second has two in the other factor. These eight equal terms cancel the \(1/8\) in \(F_4\). Each factor \(K\) supplies \((\hat{\mathbf k}\times\mathbf q)^2\), so, after relabelling \(\mathbf k\to-\mathbf k\) where needed,

\[
\delta G_q=-\frac{AY}{k_BT}G_q^2\sum_{\mathbf k\ne0}(\hat{\mathbf k}\times\mathbf q)^4G_{|\mathbf q-\mathbf k|}.
\]

The inverse variance changes by \(-\delta G_q/G_q^2\) to this order. Consequently,

\[
\delta\kappa\,q^4=Y\sum_{\mathbf k\ne0}(\hat{\mathbf k}\times\mathbf q)^4G_{|\mathbf q-\mathbf k|}
\to\frac{Yk_BT}{\kappa}\int\frac{d^2k}{(2\pi)^2}
\frac{(\hat{\mathbf k}\times\mathbf q)^4}{|\mathbf q-\mathbf k|^4}.
\]

The last form is for a large sheet. The correction is positive: bending a sheet that already carries ripples also stretches it, which adds to the cost of bending.

## (c) Evaluate the integral

**Question.** Evaluate the correction for an infinite sheet and obtain the crossover wavevector \(q_*\).

**Answer.** Put \(\mathbf p=\mathbf q-\mathbf k\). Then \(\mathbf q\times\mathbf k=-\mathbf q\times\mathbf p\), and the fourth power removes the sign. If \(\phi\) is the angle between \(\mathbf p\) and \(\mathbf q\),

\[
\frac{(\hat{\mathbf k}\times\mathbf q)^4}{p^4}
=\frac{q^4\sin^4\phi}{|\mathbf q-\mathbf p|^4}.
\]

Cancelling \(q^4\) gives

\[
\delta\kappa=\frac{Yk_BT}{4\pi^2\kappa}\int_0^\infty p\,dp
\int_0^{2\pi}\frac{\sin^4\phi\,d\phi}{|\mathbf q-\mathbf p|^4}.
\]

Let \(M=\max(q,p)\), \(t=\min(q,p)/M<1\) and \(D=1-2t\cos\phi+t^2\). Then \(|\mathbf q-\mathbf p|^4=M^4D^2\). The imaginary part of the geometric series \(\sum_{n\ge1}t^{n-1}e^{in\phi}\) is

\[
\frac{\sin\phi}{D}=\sum_{n=1}^\infty t^{n-1}\sin n\phi.
\]

Multiply by \(\sin\phi\) and use \(2\sin\phi\sin n\phi=\cos(n-1)\phi-\cos(n+1)\phi\):

\[
\frac{\sin^2\phi}{D}=\frac12+\frac t2\cos\phi
-\frac{1-t^2}{2}\sum_{m=2}^\infty t^{m-2}\cos m\phi.
\]

Square and integrate. Cross terms vanish by orthogonality; the constant contributes with weight \(2\pi\), and each cosine with weight \(\pi\). Thus

\[
\int_0^{2\pi}\frac{\sin^4\phi}{D^2}d\phi
=\frac\pi2+\frac\pi4\left[t^2+(1-t^2)^2\sum_{m=2}^\infty t^{2m-4}\right]
=\frac{3\pi}{4},
\]

because the last sum is \(1/(1-t^2)\). The angular integral is therefore \(3\pi/(4M^4)\). The radial part is

\[
\int_0^q\frac{p\,dp}{q^4}+\int_q^\infty\frac{dp}{p^3}
=\frac1{2q^2}+\frac1{2q^2}=\frac1{q^2}.
\]

Hence

\[
\boxed{\frac{\delta\kappa}{\kappa}=\frac{3k_BTY}{16\pi\kappa^2q^2}
=\left(\frac{q_*}{q}\right)^2,\qquad
q_*=\sqrt{\frac{3k_BTY}{16\pi\kappa^2}}.}
\]

The quantity under the root has dimensions energy × energy/length² ÷ energy², as required. At fixed moduli, \(q_*\) grows as \(\sqrt T\). At fixed \(T\) and \(Y\), doubling \(\kappa\) halves it.

## (d) Apply the result

**Question.** Calculate \(q_*\) and the corresponding wavelength. How quickly does the correction fall at larger wavevectors?

**Answer.** In units of electronvolts and angstroms, \(Y=7.5897\) eV/Å\(^2\) and \(k_BT=0.025852\) eV. Thus

\[
q_*^2=\frac{3(0.025852)(7.5897)}{16\pi(10)^2}\ \text{Å}^{-2}
=1.171\times10^{-4}\ \text{Å}^{-2},
\]
\[
\boxed{q_*\simeq0.011\ \text{Å}^{-1}=0.0057\ \text{bohr}^{-1}.}
\]

The wavelength \(2\pi/q_*\) is 58 nm. The first-order corrections, relative to \(\kappa\), are 1.2% at 0.10 Å\(^{-1}\), 4.7% at 0.05 Å\(^{-1}\) and 29% at 0.02 Å\(^{-1}\).

The value of \(q_*\) depends on the chosen threshold. A 10% criterion would give \(\sqrt{10}\,q_*=0.034\) Å\(^{-1}\). There is no sharp transition at either wavevector. A sheet much smaller than 58 nm has no modes near \(q_*\). For the lowest modes of a sheet of any size, the discrete sum should replace the integral: on a periodic square of side \(L\), the sum is 0.59 of the integral at \(q=2\pi/L\), 0.94 at twice that wavevector and 0.99 at five times.

## (e) Test the meaning of the threshold

**Question.** Does \(\kappa(q_*)=2\kappa\) give a reliable dressed rigidity? Examine the softening of \(Y\), then the effect of reinserting the dressed rigidity in the loop.

**Answer.** Impose a small real strain amplitude \(a\) in the T direction at wavevectors \(\pm\mathbf k\). The two components have energy

\[
AY\left|a+\tfrac12K_{\mathbf k}\right|^2
=AY\left(a^2+a\,\mathrm{Re}K_{\mathbf k}+\tfrac14|K_{\mathbf k}|^2\right).
\]

The last term is already in \(F_4\). The linear coupling has zero mean. Expanding its contribution to the free energy to second order gives

\[
\Delta F=Aa^2\left[Y-\frac{AY^2}{2k_BT}\langle(\mathrm{Re}K_{\mathbf k})^2\rangle_0\right].
\]

Translation changes the phase of \(K_{\mathbf k}\), so \(\langle K_{\mathbf k}^2\rangle_0=0\) and \(\langle(\mathrm{Re}K_{\mathbf k})^2\rangle_0=\langle|K_{\mathbf k}|^2\rangle_0/2\). Two equal pairings give

\[
\langle|K_{\mathbf k}|^2\rangle_0
=2\sum_{\mathbf p}(\hat{\mathbf k}\times\mathbf p)^4G_pG_{|\mathbf k-\mathbf p|}.
\]

Inserting \(G\) produces the integral of part (c), now with \(k\) in place of \(q\):

\[
\frac{Y(k)}Y=1-\frac{Yk_BT}{2\kappa^2}
\int\frac{d^2p}{(2\pi)^2}\frac{\sin^4\phi}{|\mathbf k-\mathbf p|^4}
=1-\frac12\left(\frac{q_*}{k}\right)^2.
\]

At \(k=q_*\), the predicted reduction is 50%. It is too large to ignore, and too large for a first-order formula to be trusted quantitatively.

Now leave \(Y\) unsoftened but replace \(\kappa\) inside the loop by \(\kappa c\), where \(c=\kappa(q)/\kappa\). Since \(c\) depends on the length of \(\mathbf p\) alone, the angular integral is unchanged. With wavevectors measured in units of \(q_*\),

\[
c(x)=1+\int_0^\infty\frac{p\,dp}{c(p)\max(x,p)^4},\qquad x=\frac q{q_*}.
\]

Iteration on a logarithmic grid gives \(c(1)=1.61\), compared with 2 in first order. For \(x\ll1\), try \(c=B/x\) and neglect the bare 1:

\[
\frac Bx=\frac1B\left[\frac1{x^4}\int_0^xp^2dp+\int_x^\infty\frac{dp}{p^2}\right]
=\frac{4}{3Bx}.
\]

Thus \(B=2/\sqrt3\). This growth belongs to the approximation with fixed \(Y\). Softening of \(Y\) and corrections to the coupling are missing, so neither this law nor 1.61 is the exact behaviour of the elastic model. The estimate \(q_*\) locates the loss of perturbative control; it does not supply the rigidity beyond it.

## (f) Add tension

**Question.** An isotropic tension \(\sigma>0\) is held fixed. Find the first-order correction relative to the harmonic stiffness, and evaluate it at \(q_*\) for \(\sigma=\kappa q_*^2\).

**Answer.** At fixed tension the uniform strain still adjusts freely. The work done by the tension adds \((\sigma/2)|\nabla h|^2\) to the energy density, so

\[
G_p=\frac{k_BT}{A(\kappa p^4+\sigma p^2)}.
\]

Compared with part (c), the loop gains a factor \(p^2/(p^2+\sigma/\kappa)\). Set \(p=qy\) and \(s=\sigma/(\kappa q^2)\). Then \(\delta\kappa/\kappa=(q_*/q)^2J(s)\), where

\[
J(s)=\int_0^1\frac{y^3dy}{y^2+s}+\int_1^\infty\frac{dy}{y(y^2+s)}.
\]

With \(w=y^2\), these integrals become

\[
J(s)=\frac12\int_0^1\frac{w\,dw}{w+s}+\frac12\int_1^\infty\frac{dw}{w(w+s)}
\]
\[
=\frac12\left[1-s\ln\left(1+\frac1s\right)+\frac{\ln(1+s)}s\right].
\]

The harmonic stiffness is \(\kappa q^4+\sigma q^2=\kappa q^4(1+s)\). The relative correction is therefore

\[
R=\left(\frac{q_*}{q}\right)^2\frac{J(s)}{1+s}.
\]

As \(s\to0\), \(J\to1\) and the tension-free result returns. As \(q\to0\) at fixed \(\sigma>0\), \(s\) grows as \(q^{-2}\) and \(J\simeq(\ln s+1/2)/(2s)\). Hence \(R\) tends to zero as \(q^2\ln(1/q)\): relative to the total stiffness, tension removes the long-wavelength divergence. The correction to the rigidity alone, \(\delta\kappa/\kappa\simeq(\kappa q_*^2/2\sigma)(\ln s+1/2)\), still grows logarithmically and eventually exceeds 1, but at those wavevectors the tension, not the rigidity, sets the height variance.

At \(q=q_*\) and \(\sigma=\kappa q_*^2\), \(s=1\). The logarithms cancel, \(J=1/2\), and \(R=1/4\). The required tension is 0.019 N/m. For a rough Poisson ratio \(\nu=0.25\), the elastic part of the equal-biaxial strain, \(\sigma(1-\nu)/Y\), is 0.012%. Flattening the thermal ripples adds a further extension of the projected sheet, which grows with sheet size: a harmonic estimate for a periodic square gives about 0.01% for a side of 0.1 μm and 0.03% for 1 μm. Even so, a strain of some hundredths of a percent can invalidate the tension-free estimate.

## (g) Compare with a channel material

**Question.** The moduli are roughly those of monolayer MoS\(_2\). Would the result apply to a suspended sheet under a tension of 0.05 N/m, or to a supported transistor channel? Assess the classical approximation too.

**Answer.** Take 0.05 N/m as a rough typical value of the total tension at 300 K, and hold it fixed. Clamped edges fix the strain instead, and the ripples then contribute to the tension by an amount that can be comparable with this value; a pretension inferred from strain alone should not be used here. The total tension gives \(s=2.67\) at \(q_*\). The correction \(R\), relative to the total harmonic stiffness, falls from 100% to 8.7%, with moduli and temperature held fixed. Relative to \(\kappa\) alone it is \(J=32\)%, and the first-order softening of \(Y\) at \(k=q_*\) falls from 50% to about 7%. The wavevector 0.011 Å\(^{-1}\) therefore describes a nearly tension-free sheet, not suspended devices in general.

For a supported channel, model the substrate by an energy density \(K_sh^2/2\), with rough stiffness \(K_s=10^{20}\) N/m\(^3\). It adds \(K_s\) to \(\kappa p^4\). The two are equal at \(q_s=(K_s/\kappa)^{1/4}=0.28\) Å\(^{-1}\), far above \(q_*\). With \(b=(q_s/q_*)^4\gg1\), the radial integral at \(q_*\) becomes

\[
\int_0^1\frac{y^5dy}{y^4+b}+\int_1^\infty\frac{y\,dy}{y^4+b}
\simeq\frac{\pi}{4\sqrt b}.
\]

The first term is of order \(1/b\), and extending the second to \(y=0\) changes it by the same order. The correction at \(q_*\) is then about 0.12% of \(\kappa\), instead of 100%. Relative to the total harmonic stiffness, which is mostly substrate stiffness, it is about \(3\times10^{-9}\). These figures assume a rigid support. An elastic oxide half-space (rough modulus 70 GPa, Poisson ratio 0.17) in series with the contact lowers the stiffness at \(q_*\) to about \(4\times10^{18}\) N/m\(^3\) and raises them to about 0.2% and \(10^{-7}\), still negligible. In this model, pinning removes the long-wavelength anharmonic crossover. Delaminated regions or a much softer contact need separate treatment.

For the classical approximation, take a rough mass density \(\rho=3.0\times10^{-6}\) kg/m\(^2\). The bending quantum \(\hbar\sqrt{\kappa/\rho}\,q_*^2\) is \(5.6\times10^{-6}\) eV, and the in-plane scale \(\hbar\sqrt{Y/\rho}\,q_*\) is \(4.5\times10^{-4}\) eV. Both are far below \(k_BT\), so classical statistics are suitable for modes near \(q_*\).

Shorter waves also enter the loop. Quantum height fluctuations multiply its integrand by \(z\coth z\), where \(z=\hbar\sqrt{\kappa/\rho}\,p^2/(2k_BT)\). Include this factor and stop the integral at 1.19 Å\(^{-1}\), the radius of a circle with the Brillouin-zone area for a triangular lattice of rough constant 0.32 nm. Numerical quadrature then changes the correction at \(q_*\) by about \(-0.002\)%, the sum of \(+0.002\)% from the quantum factor and \(-0.004\)% from the cutoff. Only the smallness of this number is meaningful: its sign reverses for a cutoff radius 30% larger, and replacing \(p^2\) in the propagator by a nearest-neighbour lattice Laplacian, with the coupling unchanged, gives about \(+0.08\)%. This estimate keeps the in-plane response static, which is not justified for the shortest waves. Within it, quantum statistics and the lattice cutoff matter far less at \(q_*\) than tension, substrate contact or the corrections of higher order in \(Y\) seen in part (e).
